\section*{Biaxial Clamping, Continuous Ferroelectric Transitions and Electrocaloric Broadening}

\section{Two responses to the same field}

In a Landau model with rough coefficients in the regime of barium titanate, a field of 5 kV/cm lowers the equilibrium entropy of a free crystal by at most 13.5 mJ/(cm$^3$ K). The response stays above half this value over 7.3 K. For a film whose in-plane dimensions are held by a thick substrate, the same field gives a peak of 2.8 mJ/(cm$^3$ K), film and substrate together but per volume of film, and a width of 19.8 K. The free crystal has a polarization jump of 18.8 $\mu$C/cm$^2$ at its transition; the film has none.

A shift of the transition temperature cannot explain this. If the in-plane stress, instead of the strain, is held constant at its value in the unpolarized film, the transition moves up by 45.8 K, but the jump remains 18.8 $\mu$C/cm$^2$. What matters is that, under clamping, the stress changes as the polarization grows.

\section{Setting and theorem}

Let the polarization $P$ lie along the film normal. The top surface is free, shear stresses vanish, and the film is a single domain in equilibrium. With $\theta=T-T_r$ measured from a reference temperature, the Gibbs energy density before adding $-EP$ is
\begin{align}
G={}&L(P,T)-\tfrac12s_{11}(\sigma_1^2+\sigma_2^2)-s_{12}\sigma_1\sigma_2\nonumber\\
&-(QP^2+\alpha\theta)(\sigma_1+\sigma_2),\label{G}\\
L={}&\tfrac12aP^2+\tfrac14bP^4+\tfrac16cP^6,\quad a=a_0(T-T_0).
\end{align}
Here $a_0,c>0$ and $b<0$; $Q=Q_{12}$ is the transverse electrostriction coefficient, $\alpha$ the film's thermal expansion, and $S=s_{11}+s_{12}>0$. The coefficients $b$ and $c$ do not depend on temperature. Both in-plane strains equal $u$, and $u_m=u-\alpha\theta$ is the misfit strain. The substrate expands with coefficient $\alpha_s$. Define
\begin{equation}
b^*=b+\frac{4Q^2}{S},\qquad a_T=a_0+\frac{4Q(\alpha-\alpha_s)}{S}>0.
\label{defs}
\end{equation}

\paragraph{Theorem.} In this mean-field model:
\begin{enumerate}
\item The clamped transition is first-order for $b^*<0$ and continuous for $b^*\ge0$; equality is the tricritical case.
\item If $b^*\ge0$, then at every $E>0$ the peak of $P^2(E)-P^2(0)$ over temperature is lower in the clamped film than in the free crystal.
\item If $b^*>0$, the full widths at half maximum for $E\to0$ are
\begin{equation}
W_{\rm cl}\simeq\frac{(3+\sqrt2)\,b^{*1/3}E^{2/3}}{a_T},\qquad
W_{\rm free}\simeq\frac{2E}{a_0P_t},
\label{weak}
\end{equation}
where $P_t$ is the free crystal's jump. Their ratio grows as $E^{-1/3}$.
\end{enumerate}
Clamping therefore makes the transition continuous on a condition: the electrostrictive term $4Q^2/S$ must be at least $|b|$.

\section{The clamped potential}

\paragraph{Lemma 1.} At fixed strain, the potential is $L+(u_m-QP^2)^2/S$. Its quadratic and quartic coefficients are $a^*=a-4Qu_m/S$ and $b^*$, and $c$ is unchanged.

\emph{Proof.} Strain is minus the stress derivative of $G$:
\begin{equation}
u=s_{11}\sigma_1+s_{12}\sigma_2+QP^2+\alpha\theta,
\end{equation}
and likewise with the indices exchanged. Subtracting the two conditions gives $(s_{11}-s_{12})(\sigma_1-\sigma_2)=0$. Elastic stability requires $s_{11}>s_{12}$, so the stresses are equal, and $S\sigma=u_m-QP^2$. The potential for fixed strain is the Legendre transform
\begin{align}
F&=G+u(\sigma_1+\sigma_2)\nonumber\\
&=L-S\sigma^2+2\sigma(u-\alpha\theta-QP^2)\nonumber\\
&=L-S\sigma^2+2S\sigma^2=L+\frac{(u_m-QP^2)^2}{S}.
\label{F}
\end{align}
Expanding the square gives $u_m^2/S-2Qu_mP^2/S+Q^2P^4/S$. Comparison with $\frac12a^*P^2+\frac14b^*P^4$ supplies the factors of four. $\square$

The misfit moves the transition. The quartic increase is positive for either sign of $Q$, because it is the elastic cost of suppressing the spontaneous in-plane strain. At constant stress, \eqref{G} contributes only $-2Q\sigma P^2$, which is quadratic, so $b$ stays as it was.

The example takes $a_0=6.7\times10^5$ J m/(C$^2$ K), $T_0=380$ K, $b=-8.0\times10^8$ J m$^5$/C$^4$, $c=1.7\times10^{10}$ J m$^9$/C$^6$, $Q=-0.043$ m$^4$/C$^2$ and $S=5.6\times10^{-12}$ Pa$^{-1}$. Then
\begin{equation}
\frac{4Q^2}{S}=\frac{4(0.043)^2}{5.6\times10^{-12}}=1.32\times10^9,
\end{equation}
so $b^*=5.2\times10^8$ J m$^5$/C$^4$. With $u_m=-0.10\%$ and $\alpha_s=\alpha$, the transition $a^*=0$ lies at 425.8 K.

\paragraph{Remark: a substrate of finite thickness.} Let $g$ be the substrate-to-film ratio of thickness times biaxial stiffness. Ignore bending, take matched expansion, and write $f=u_m-QP^2$. If both layers acquire an extra strain $\epsilon$, the elastic energy per film volume is $[(f+\epsilon)^2+g\epsilon^2]/S$. Its minimum is at $\epsilon=-f/(1+g)$ and equals
\begin{equation}
\frac{f^2}{S}\,\frac{g^2+g}{(1+g)^2}=\frac{g}{1+g}\,\frac{f^2}{S}.
\end{equation}
The quartic increase is reduced by the same factor. A positive coefficient needs $g/(1+g)>|b|S/(4Q^2)=0.606$, hence $g>1.54$ here. This threshold holds only if the bilayer is kept flat. If it is free to bend, bending relaxes more of the elastic energy. For equal stiffnesses and uniform $P$ the factor becomes $1-1/(1+g)-3g^2/(1+g)^3$, and the threshold rises to $g\approx7.5$.

\section{Order of the transition}

\paragraph{Lemma 2.} The free crystal jumps at $a_t=3b^2/(16c)$ to $P_t^2=3|b|/(4c)$. If $b^*\ge0$, the clamped polarization vanishes continuously at $a^*=0$.

\emph{Proof.} Put $x=P^2$. At zero field, $L=x(a/2+bx/4+cx^2/6)$. The bracket is smallest at $x=3|b|/(4c)$, where it equals $a/2-3b^2/(32c)$. A polar state beats $P=0$ when this is negative, that is, when $a<a_t$. At $a_t$ the two states are degenerate and separated by the stated jump.

For $b^*\ge0$ and $a^*\ge0$, the corresponding bracket is positive for every $x>0$. For $a^*<0$, stationarity, $a^*+b^*x+cx^2=0$, has one positive root,
\begin{equation}
x_0=\frac{-b^*+\sqrt{b^{*2}-4a^*c}}{2c},
\end{equation}
which tends to zero with $a^*$. If $b^*<0$, the first part of the proof applies with $b^*$ in place of $b$. This proves part 1 of the theorem. $\square$

Near the transition, $x_0\simeq-a^*/b^*$ for $b^*>0$, but $x_0=\sqrt{-a^*/c}$ in the tricritical case. In the example $a_t/a_0=10.5$ K, so the free transition is at 390.5 K.

A field can drive the free jump to higher temperature, up to a critical point. There both $dE/dP=a+3bP^2+5cP^4$ and $d^2E/dP^2=6bP+20cP^3$ vanish. The second gives $P^2=3|b|/(10c)$, the first then gives $a=9b^2/(20c)$, and substitution into $E=aP+bP^3+cP^5$ yields
\begin{equation}
E_c=\frac{6b^2}{25c}\sqrt{\frac{3|b|}{10c}}=10.7\ {\rm kV/cm}.
\end{equation}
The two example fields, 5 and 50 kV/cm, lie on opposite sides of it.

\section{Whose entropy?}

\paragraph{Lemma 3.} The polarization-dependent entropy density of the film alone is $-\frac12a_SP^2$, with $a_S=a_0+4\alpha Q/S$. For film plus thick substrate, per film volume, it is $-\frac12a_TP^2$.

\emph{Proof.} In equilibrium $F-EP$ is stationary in $P$, so entropy is $-\partial F/\partial T$ at fixed $P$ and $u$. Since $\partial u_m/\partial T=-\alpha$ at fixed $u$, \eqref{F} gives
\begin{equation}
\eta_f=-\frac{a_0P^2}{2}+\frac{2\alpha(u_m-QP^2)}{S},
\end{equation}
apart from the lattice background. Its $P^2$ part is the first claim.

The substrate has elastic energy $g(\epsilon-\alpha_s\theta)^2/S$ per film volume, hence entropy $2g\alpha_s(\epsilon-\alpha_s\theta)/S$. Force balance sets $g(\epsilon-\alpha_s\theta)$ equal to minus the film's elastic strain, which is $u_m-QP^2$ for large $g$. The substrate therefore contributes $+2\alpha_sQP^2/S$, which stays finite however thick it is. Adding this to the film's part gives $-\frac12a_TP^2$. $\square$

The same $a_T$ sets the temperature scale: on heating, $du_m/dT=\alpha_s-\alpha$, so $da^*/dT=a_0-4Q(\alpha_s-\alpha)/S=a_T$. In the example $\alpha=10^{-5}$ K$^{-1}$, so $a_T=a_0$ but $a_S=0.54\,a_0$. Nearly half of the entropy reduction takes place in the substrate, through stress.

\section{The peak is lower}

\emph{Proof of part 2.} From here $a$ and $b$ stand for the coefficients of whichever system is considered. Adding a field cannot lower the equilibrium polarization: if $P_E$ and $P_0$ minimize $F-EP$ and $F$, adding the two minimum inequalities gives $E(P_E-P_0)\ge0$. In the same way, raising $a$ cannot raise $P^2$.

On a smooth branch, $a=E/\sqrt{x}-bx-cx^2$. Differentiation gives
\begin{equation}
\frac{dx}{da}=-\frac{2}{E/P^3+2b+4cx}.
\label{slope}
\end{equation}
The denominator is $(2/x)$ times half the positive inverse susceptibility $E/P+2bx+4cx^2$. Below the zero-field transition $x(E)>x(0)$, so the denominator is larger with the field on, and $x(E)$ falls more slowly than $x(0)$ on heating. Their difference rises up to the transition. Above it, $x(0)=0$ and $x(E)$ decreases. The maximum is thus reached at the zero-field transition, approached from above in the free crystal.

There the two polarizations obey
\begin{align}
E&=P_{\rm f}(a_t+bP_{\rm f}^2+cP_{\rm f}^4),\label{pf}\\
E&=P_{\rm c}(b^*P_{\rm c}^2+cP_{\rm c}^4),\label{pc}
\end{align}
with $b$ the free coefficient and $P_{\rm f}\ge P_t$. At $P=P_{\rm f}$, the right side of \eqref{pc} exceeds that of \eqref{pf} by $P_{\rm f}[(b^*+|b|)P_{\rm f}^2-a_t]$. This is positive, because $|b|P_t^2=3b^2/(4c)=4a_t$. The right side of \eqref{pc} increases with $P$, so $P_{\rm c}<P_{\rm f}$. $\square$

The entropy peak is lower too when its coefficient does not exceed $a_0$. For $Q<0$, this holds for the film if $\alpha\ge0$ and for film plus substrate if $\alpha\ge\alpha_s$.

At 5 kV/cm, the peak polarizations are 20.1 and 9.1 $\mu$C/cm$^2$. The film alone loses $\frac12(3.63\times10^5)(0.0911)^2=1.5\times10^3$ J/(m$^3$ K), or 1.5 mJ/(cm$^3$ K). At 50 kV/cm, the free peak is 20.1 mJ/(cm$^3$ K), against 9.7 for film plus substrate and 5.3 for the film.

\section{The width}

\emph{Proof of part 3.} Let $y=P_{\rm c}^2$, so $E/\sqrt y=b^*y+cy^2$. Above the transition, half maximum means $x=y/2$, and
\begin{align}
a^*_+&=\sqrt2\,(b^*y+cy^2)-\tfrac12b^*y-\tfrac14cy^2\nonumber\\
&=(\sqrt2-\tfrac12)b^*y+(\sqrt2-\tfrac14)cy^2.
\label{up}
\end{align}
Below it, $x-x_0=y/2\equiv d$. Inserting $a^*=-b^*x_0-cx_0^2$ in the equation of state gives
\begin{equation}
\frac{E}{\sqrt x}=b^*(x-x_0)+c(x^2-x_0^2)=d\,[b^*+c(2x-d)].
\label{low}
\end{equation}
This fixes $x$, and the lower half-width is $b^*x_0+cx_0^2$ in units of $a^*$.

For weak fields $c$ drops out. Then $y=(E/b^*)^{2/3}$, and \eqref{low} becomes $\sqrt x\,y/2=y^{3/2}$. Thus $x=4y$ and $x_0=7y/2$. The upper and lower parts add to $(\sqrt2-\frac12+\frac72)b^*y=(3+\sqrt2)b^*y$. Division by $a_T$ gives the clamped law in \eqref{weak}.

In the free crystal, a weak field shifts the jump from $a_t$ to $a_t+\delta$. To first order, the polar state there has energy $\frac12\delta P_t^2-EP_t$ relative to the non-polar one, whose own field energy is of order $E^2$. Equality gives $\delta=2E/P_t$. The response is close to $P_t^2$ between the two jumps and vanishes with $E$ outside them, so $\delta/a_0$ is the width. The ratio of the two widths is $\frac12(3+\sqrt2)(a_0/a_T)b^{*1/3}P_tE^{-1/3}$. $\square$

At 5 kV/cm, the free law gives $10^6/(6.7\times10^5\times0.188)=7.9$ K, near the full 7.3 K. The clamped law would give 33 K instead of 19.8 K. Its neglect of $c$ fails on the lower side, where $cx_0/b^*$, estimated with $x_0=7y/2$, is already 0.95. The full expressions give 7.9 K above and 11.9 K below the transition.

At 50 kV/cm the widths are 45.5 K free and 85.2 K clamped. The upper halves are nearly equal, 45.5 and 45.4 K; the extra width lies below the transition. Just below the free transition the response is $P_{\rm f}^2-P_t^2$, which exceeds half of $P_{\rm f}^2$ only if $P_{\rm f}^2>2P_t^2$. Here $(24.5)^2=600$ is less than $2(18.8)^2=707$, in $(\mu$C/cm$^2)^2$, so the free crystal has no lower half-width.

In the opposite limit of very strong field, the sextic term dominates both equations of state. To leading order $y=(E/c)^{2/5}$ in both, and at equal temperature slopes the peak and width ratios tend to one. For intermediate fields the broadening is a numerical result. At 14 fields from 0.001 to 100 times $E_c$ and $b^*/|b|=0.01$, 0.1, 0.65 and 3, with equal slopes, the clamped-to-free width ratio was never below 1.15, and the ratio of peak $P^2$ never above 0.87.

\section{Temperature change}

For a field step faster than heat leaves the film, the substrate keeps the strain $u$ fixed. The film then obeys
\begin{equation}
C\ln\frac{T_f}{T_i}=\tfrac12a_S\,[P^2(T_f,E)-P^2(T_i,0)],
\end{equation}
where $C=3.0$ J/(cm$^3$ K) is the background heat capacity (clamping lowers it by $2\alpha^2T/S$, or 0.5\%, which is ignored), and $a^*$ changes at the rate $a_S$ during the step. Starting at its transition, the film warms by 0.21 K at 5 kV/cm and 0.74 K at 50 kV/cm. The free crystal, starting in its non-polar state and with $a_0$ in place of $a_S$, warms by 1.7 and 2.6 K. The estimate $T\Delta\eta/C=426(1.51\times10^{-3})/3.0=0.21$ K agrees. For a 200 nm film with diffusivity 0.01 cm$^2$/s, the diffusion time, thickness squared over diffusivity, is 40 ns. On a substrate with the same thermal properties, the film has lost about half of its excess heat by then, so slower steps leave less warming.

\section{Where the result is fragile}

The c phase was assumed. Add to the bulk energy $A_{12}P_i^2P_j^2$ for each pair and $A_{112}P_i^4P_j^2$ for each ordered pair. To first order in $P_1^2$, the elastic energy changes by $-\sigma(Q_{11}+Q_{12})P_1^2$, so the stiffness against in-plane polarization is
\begin{equation}
K=a-\frac{2(Q_{11}+Q_{12})(u_m-Q_{12}x)}{S}+2A_{12}x+2A_{112}x^2.
\end{equation}
With rough values $Q_{11}=0.11$ m$^4$/C$^2$, $A_{12}=3.2\times10^8$ J m$^5$/C$^4$ and $A_{112}=4.5\times10^9$ J m$^9$/C$^6$, $K=2.4\times10^7$ J m/C$^2$ at 386 K, the lower half-height point for 50 kV/cm. The c phase is locally stable there at zero field. With these constant coefficients $K$ turns negative near 344 K, so the single c-domain results do not extend below that.

Constant $b$ is a weak assumption for barium titanate. Let $b$ rise by a rough $2\times10^7$ J m$^5$/(C$^4$ K), with its old value kept at 390.5 K and $c$ fixed. Then $b^*=1.2\times10^9$ J m$^5$/C$^4$ at the clamped transition, and the entropy reduction gains $\frac14(db/dT)P^4$. In a window from 39.8 K below to 60 K above each transition, the maxima at 5 kV/cm become 21.7 mJ/(cm$^3$ K) free and 1.9 clamped; at 50 kV/cm, 38.2 and 10.1. At 50 kV/cm the clamped maximum moves 32 K below the transition, and the response does not fall to half within the lower part of the window. Within the window, the clamped response is still the lower and the more extended, above half maximum over 68 K against 19 K, but the 85 K width belongs to the constant-$b$ model. These drift figures are themselves fragile. With $c$ fixed, the drift gives the free crystal 41 $\mu$C/cm$^2$ at 300 K, far above the roughly 26 of barium titanate. If $c$ also falls by a rough $3.3\times10^8$ J m$^9$/(C$^6$ K), that value becomes 27, the free maxima drop to 18 and 26 mJ/(cm$^3$ K), the clamped ones stay near 2 and 10, and the clamped maximum at 50 kV/cm lies only about 5 K below the transition. Such a $c$ reaches zero near 442 K, so the upper side cannot then be followed. The lower clamped peak survives all these variants; the shape of the low-temperature side does not.

The model places the free transition near 390 K, within roughly 10--20 K of that of bulk barium titanate. Real films depart from it in other ways. An expansion mismatch $\alpha-\alpha_s=3\times10^{-6}$ K$^{-1}$ lowers $a_T$ by 14\% and stretches the constant-$b$ width by 16\%. A misfit spread of 0.01\% smears the transition by 4.6 K, and an effective screening length of 0.01 nm, both electrodes together, lowers it by 8.4 K in a 200 nm film. Domains are left out. Below 394 K the zero-field in-plane stress $(u_m-QP^2)/S$ turns tensile, and a c/a domain laminate lies below the single c domain before wall energy is counted, by about 1.6 mJ/m$^2$ of a 200 nm film at 386 K. The lowest part of the 85 K width therefore relies on wall energy suppressing such domains. In the free crystal at zero field, the polar state can survive up to $a=b^2/(4c)$, 14.0 K above $T_0$, and the non-polar state down to $T_0$. This zero-field hysteresis range is wider than the 7.3 K equilibrium response at 5 kV/cm; a field shifts the range upward and narrows it, until it closes at $E_c$. The larger field is 5\% of a rough film breakdown field of 1 MV/cm; whether a bulk sample would withstand it is a separate question. The program lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
a0 = 6.70e+05 J m/(C^2 K); T0 = 380 K
b free = -8.00e+08 J m^5/C^4; c = 1.70e+10 J m^9/C^6
Q12 = -0.043 m^4/C^2; s11+s12 = 5.60e-12 1/Pa
film expansion = 1.0e-05 1/K; misfit = -0.10 %
heat capacity = 3.0 J/(cm3 K)
quartic increase = 1.3207e+09 J m^5/C^4
b clamped = 5.2071e+08 J m^5/C^4
least clamping fraction = 0.606
least substrate/film stiffness-thickness ratio = 1.54
free: T = 390.54 K; jump = 18.79 uC/cm2
constant stress: T = 436.38 K; jump = 18.79 uC/cm2
clamped: T = 425.84 K; grid jump = 0.01 uC/cm2
free latent entropy = 11.82 mJ/(cm3 K)
free critical field = 10.74 kV/cm
film entropy coefficient a_S = 3.629e+05 J m/(C^2 K)
a_S/a0 = 0.542
5 kV/cm: peak P free, clamped = 20.10, 9.11 uC/cm2
5 kV/cm: entropy peak free = 13.54 mJ/(cm3 K)
5 kV/cm: clamped film+substrate, film = 2.78, 1.51 mJ/(cm3 K)
5 kV/cm: free upper, lower half-width = 7.27, 0.00 K
5 kV/cm: clamped upper, lower half-width = 7.93, 11.91 K
5 kV/cm: full width free, clamped = 7.27, 19.83 K; ratio = 2.73
5 kV/cm: warming free, clamped film = 1.68, 0.212 K
5 kV/cm, b drift: maxima free, clamped total = 21.70, 1.89 mJ/(cm3 K)
5 kV/cm, b drift: maximum minus transition, free, clamped = 0.0, 0.0 K
5 kV/cm, b drift: extent above half in window, free, clamped = 4.9, 48.3 K
5 kV/cm, b drift: clamped response/maximum at window bottom, 150 K below = 0.66, 0.39
50 kV/cm: peak P free, clamped = 24.52, 17.02 uC/cm2
50 kV/cm: entropy peak free = 20.14 mJ/(cm3 K)
50 kV/cm: clamped film+substrate, film = 9.71, 5.26 mJ/(cm3 K)
50 kV/cm: free upper, lower half-width = 45.48, 0.00 K
50 kV/cm: clamped upper, lower half-width = 45.40, 39.83 K
50 kV/cm: full width free, clamped = 45.48, 85.24 K; ratio = 1.87
50 kV/cm: warming free, clamped film = 2.58, 0.744 K
50 kV/cm, b drift: maxima free, clamped total = 38.20, 10.11 mJ/(cm3 K)
50 kV/cm, b drift: maximum minus transition, free, clamped = 0.0, -31.7 K
50 kV/cm, b drift: extent above half in window, free, clamped = 19.2, 68.1 K
50 kV/cm, b drift: clamped response/maximum at window bottom, 150 K below = 1.00, 0.72
drift window: 39.8 K below to 60.0 K above transition
scan: field/critical field from 0.001 to 100, b*/|b| from 0.01 to 3
scan: largest peak-P^2 ratio = 0.869
scan: smallest width ratio = 1.152
assumed b drift = 2.0e+07 J m^5/(C^4 K)
b clamped at its transition with drift = 1.23e+09 J m^5/C^4
expansion mismatch 3.0e-06 1/K: a_T/a0 = 0.862
misfit spread 0.01 %: transition spread = 4.58 K
screening length 0.01 nm, film 200 nm: transition lowered by 8.43 K
free crystal hysteresis limit = 14.05 K above T0
diffusivity 0.01 cm2/s: film heat-loss time = 40 ns
largest field / rough film breakdown of 1 MV/cm = 0.050
lowest temperature of c-phase check = 386.01 K
in-plane stiffness there = 2.40e+07 J m/C^2
\end{verbatim}
